Charge-state populations of a negative-U centre against the Fermi level

**The system**

A dilute centre in a semiconductor has one localized orbital, which holds n = 0, 1 or 2 electrons. Its charge is q = 1 − n in units of the elementary charge, so the three charge states are +, 0 and −. The orbital is coupled to one local vibration. For fixed n the Hamiltonian is

H_n = e n + U_e δ(n,2) + ħω b†b + g (n − 1)(b + b†).

Here e is the orbital energy measured from the valence-band edge, U_e is the repulsion between two electrons in the orbital, δ(n,2) is 1 for n = 2 and 0 otherwise, and b lowers the vibration by one quantum. The zero-point energy ħω/2 is common to all states and is left out. Define S = g²/ħω.

The centre exchanges electrons with a reservoir of Fermi level E_F and temperature T. Equilibrium is reached, and the centres are too far apart to interact. The parameters are round model values, independent of temperature:

e = 0.035 Ry, U_e = 0.030 Ry, S = 0.030 Ry, ħω = 0.004 Ry.

At 300 K, kT = 0.001900 Ry.

Let E_q be the lowest energy in charge state q. The one-electron transition levels, the two-electron level and the effective interaction are defined by

ε(+/0) = E_0 − E_+
ε(0/−) = E_− − E_0
ε2 = (E_− − E_+)/2
U = ε(0/−) − ε(+/0) = E_+ + E_− − 2E_0.

**Part (a)**

Find the energy levels of H_n for each n. Hence find the two one-electron levels, ε2 and U, and say what the lattice does to each of the last two.

**Answer (a)**

For fixed n the coupling is linear in b + b†, so it is removed by a shift of the oscillator. Put

c = b + (n − 1) g/ħω.

The shift is a real number, so c obeys the same commutation relation as b. Multiplying out,

ħω c†c = ħω b†b + g (n − 1)(b + b†) + (n − 1)² g²/ħω.

The first two terms on the right are the vibrational terms of H_n. Therefore

H_n = e n + U_e δ(n,2) − (n − 1)² S + ħω c†c.

The levels are a ladder of spacing ħω above a minimum that depends on n. The three minima are

E_+ = −S (n = 0)
E_0 = e (n = 1)
E_− = 2e + U_e − S (n = 2).

Each charged state gains the relaxation energy S; the neutral state gains none. The definitions then give

ε(+/0) = e + S = 0.035 + 0.030 = 0.065 Ry
ε(0/−) = e + U_e − S = 0.035 + 0.030 − 0.030 = 0.035 Ry
ε2 = e + U_e/2 = 0.035 + 0.015 = 0.050 Ry (0.680 eV)
U = U_e − 2S = 0.030 − 0.060 = −0.030 Ry (−0.408 eV).

The relaxation energy cancels from ε2, because both charged states gain it equally. It enters U twice and here reverses its sign. The second electron is then bound more strongly than the first, and the level (0/−) lies below the level (+/0).

The cancellation in ε2 is a property of this model: the coupling g(n − 1) refers e to the relaxed geometry of the neutral state and gives both charged states the same S. With a coupling g(n − n0), the minima carry −(n − n0)² S; U is still U_e − 2S, but ε2 = e + U_e/2 − 2(1 − n0)S. In a real centre the two charged states generally gain different energies S_+ and S_− relative to the neutral geometry, and then ε2 = e + U_e/2 + (S_+ − S_−)/2 and U = U_e − S_+ − S_−.

**Part (b)**

Derive the fractions p_+, p_0 and p_− of centres in the three charge states as functions of E_F. Use the variables

y = (E_F − ε2)/kT, a = exp(−U/2kT).

**Answer (b)**

In the grand-canonical ensemble a state with energy E and n electrons has the weight exp[−(E − nE_F)/kT]. Since n = 1 − q,

E − nE_F = E + qE_F − E_F.

The last term is the same for all states and cancels on normalization. What remains is the usual formation-energy rule: the energy of charge state q at Fermi level E_F is E_q + qE_F.

The sum over the vibrational ladder gives the factor 1/(1 − e^{−ħω/kT}) for every n, because the spacing does not depend on n. This factor cancels too. The empty and the doubly occupied orbital are single electronic states, while the neutral state has two spin directions. The degeneracies of +, 0, − are therefore 1, 2, 1.

Now measure the energies from the neutral state. From the definitions, ε2 is the mean of the two one-electron levels, so

ε(+/0) = ε2 − U/2, ε(0/−) = ε2 + U/2.

For the positive state,

(E_+ + E_F) − E_0 = E_F − ε(+/0) = U/2 + (E_F − ε2).

For the negative state,

(E_− − E_F) − E_0 = ε(0/−) − E_F = U/2 − (E_F − ε2).

The relative weights are thus

positive: exp(−U/2kT) e^{−y} = a e^{−y}
neutral: 2
negative: exp(−U/2kT) e^{y} = a e^{y}.

Their sum is 2 + a(e^{y} + e^{−y}) = 2(1 + a cosh y). Dividing each weight by the sum gives

p_+ = (a/2) e^{−y} / (1 + a cosh y)
p_0 = 1 / (1 + a cosh y)
p_− = (a/2) e^{y} / (1 + a cosh y).

These formulas hold for either sign of U. The numerical check obtains the same populations from thermal traces over the eigenstates of the full Hamiltonian, without the oscillator shift.

**Part (c)**

At which Fermi level is the neutral population largest, and how large is it there? Give its limiting form for U < 0 and |U| ≫ 2kT, and evaluate it at 300 K and 600 K.

**Answer (c)**

E_F enters p_0 through cosh y alone. This function has a single minimum, cosh 0 = 1, and rises on both sides of it. Since a is positive, p_0 has a single maximum, at y = 0. That is

E_F = ε2, p_0(max) = 1/(1 + a).

For negative U, a = exp(|U|/2kT), and

p_0(max) = 1/(1 + e^{|U|/2kT}) = e^{−|U|/2kT} / (1 + e^{−|U|/2kT}).

For |U| ≫ 2kT the denominator tends to 1 and

p_0(max) ≈ exp(−|U|/2kT).

The accuracy of this form follows from the ratio of the two expressions:

p_0(max)/e^{−|U|/2kT} = a/(1 + a) = 1 − p_0(max).

The exponential is therefore too large, and its excess relative to itself equals the neutral population.

At 300 K the exponent is 0.030/(2 × 0.001900) = 7.89. The exponential is 3.728 × 10⁻⁴ and p_0(max) = 3.727 × 10⁻⁴. At 600 K the exponent is halved; the exponential is 0.0193 and p_0(max) = 0.0189, so the excess has grown to about 2 per cent.

The populations at 300 K are:

E_F (Ry)   p_+   p_0   p_−
0.035   1.000   2.78 × 10⁻⁷   1.39 × 10⁻⁷
0.045   0.995   5.34 × 10⁻⁵   0.00515
0.048   0.891   2.32 × 10⁻⁴   0.109
0.050   0.4998   3.73 × 10⁻⁴   0.4998
0.052   0.109   2.32 × 10⁻⁴   0.891
0.055   0.00515   5.34 × 10⁻⁵   0.995
0.065   1.39 × 10⁻⁷   2.78 × 10⁻⁷   1.000

The first and last rows lie at the one-electron levels. At E_F = ε(0/−) = 0.035 Ry the neutral and negative states have equal energies, and their populations stand in the ratio 2 : 1 of their degeneracies. Both are negligible, because the positive state lies lower by |U|. The majority charge state does not change at a one-electron level; it changes from + to − at ε2.

**Part (d)**

Two neutral centres can lower their energy by |U| when one gives an electron to the other. Explain through the law of mass action why the exponent in part (c) nevertheless contains |U|/2. Find also the slope of ln p_0(max) against 1/kT.

**Answer (d)**

The reaction is D⁰ + D⁰ → D⁺ + D⁻. Its energy change is E_+ + E_− − 2E_0 = U, and the Fermi level drops out because no electron enters or leaves the reservoir. From part (b),

p_+ p_− / p_0² = (a/2)² e^{−y} e^{y} = a²/4 = (1/4) e^{|U|/kT}.

The full |U| appears here, and the ratio is the same at every Fermi level. At 300 K it is 1.80 × 10⁶. The factor 1/4 is the price of the spin degeneracy lost by two neutral centres.

The neutral population enters as a square, so a square root must be taken to obtain it. The arithmetic mean of two positive numbers is at least their geometric mean, hence

p_+ + p_− ≥ 2 √(p_+ p_−) = a p_0.

The left side is 1 − p_0. Therefore 1 − p_0 ≥ a p_0, or p_0 ≤ 1/(1 + a), with equality when p_+ = p_−. This recovers the maximum of part (c) and shows what marks it: the two charged states are equally populated. The energy |U| belongs to a pair of neutral centres, and each of them carries half.

For the slope, write β = 1/kT and hold E_F at ε2. Then ln p_0(max) = −ln(1 + a) with a = e^{β|U|/2}, so da/dβ = (|U|/2) a and

−d ln p_0(max)/dβ = (|U|/2) a/(1 + a) = (|U|/2)[1 − p_0(max)].

At 300 K this is 0.01500 × 0.99963 = 0.01499 Ry, practically |U|/2. If E_F is held instead at a distance Δ = |E_F − ε2| ≫ kT from the two-electron level, cosh y ≈ e^{Δ/kT}/2. As long as a is also large,

p_0 ≈ 2 exp[−(|U|/2 + Δ)/kT].

The activation energy is then |U|/2 + Δ. For levels independent of temperature, the activation energy of the neutral population is therefore close to |U|/2 if the Fermi level stays at ε2 while the temperature changes and |U| ≫ 2kT, so that p_0(max) is small. The value |U|/2 + Δ needs Δ itself to be held fixed. If instead charge neutrality fixes the net charge of the centres, then for large a we have p_− − p_+ ≈ tanh y, so y rather than Δ stays constant. In that case p_0 ≈ 1/(a cosh y), and the activation energy is again close to |U|/2 even though E_F is not at ε2.

**Part (e)**

Find the full width at half maximum of p_0 as a function of E_F, and the fraction of charged centres that are negative. Compare with the same centre without lattice relaxation, S = 0. Is a maximum of p_0 at ε2 a sign of negative U?

**Answer (e)**

At half maximum the denominator of p_0 is twice its value at the peak:

1 + a cosh y = 2(1 + a), so cosh y = 2 + 1/a.

The two solutions are y = ± arccosh(2 + 1/a). Since 1/a = e^{U/2kT}, the full width in E_F is

W = 2kT arccosh(2 + e^{U/2kT}).

For strongly negative U the exponential vanishes and W tends to 2kT arccosh 2 = 2.63 kT, which no longer depends on U. At 300 K, W = 0.0050 Ry.

Among the charged centres the negative fraction is

p_−/(p_+ + p_−) = e^{y}/(e^{y} + e^{−y}) = 1/(1 + e^{−2y}).

This is a Fermi step with the exponent 2(E_F − ε2)/kT. The factor 2 is the number of electrons exchanged between the two states. In the table the step rises from 0.11 to 0.89 between 0.048 and 0.052 Ry.

Without relaxation, U = U_e = +0.030 Ry, while ε2 stays at 0.050 Ry by part (a). Now a = e^{−7.89} is small, and the peak value is

p_0(max) = 1/(1 + a) = 0.9996.

For large 1/a, arccosh(2 + 1/a) ≈ ln(2/a) = ln 2 + U/2kT, so

W ≈ U + 2kT ln 2 = 0.0300 + 0.0026 = 0.0326 Ry,

in agreement with the computed width of 0.0326 Ry. The neutral state now fills a plateau between ε(+/0) and ε(0/−), and its spin degeneracy extends the plateau by kT ln 2 on each side.

The maximum lies at ε2 for both signs of U, so its position says nothing about the sign. The distinguishing features are its height and width. With U strongly negative it is a weak line a few kT wide; with U strongly positive it is a plateau of height close to 1 and width close to U.

**Part (f)**

How negative must U be for the neutral charge state to be nowhere the most populated?

**Answer (f)**

The larger of the two charged populations, relative to the neutral one, is

max(p_+, p_−)/p_0 = (a/2) e^{|y|} ≥ a/2,

with equality at y = 0. If a > 2, a charged state leads at every Fermi level. If a < 2, the neutral state leads for |y| < ln(2/a). The condition is therefore e^{|U|/2kT} > 2, or

|U| > 2kT ln 2.

At 300 K the threshold is 0.00263 Ry, and |U| = 0.030 Ry exceeds it about eleven times. The threshold is not zero because p_0 counts two spin states. A single neutral spin state has the population p_0/2 = (1/2)/(1 + a) at y = 0, against (a/2)/(1 + a) for each charged state, and these are equal at a = 1, that is, at U = 0.

**Part (g)**

Let the three charge states have general degeneracies g_+, g_0 and g_−, for example because a distorted state has several equivalent orientations. Which results of part (c) change? Evaluate the case 1, 2, 3 at 300 K for U = −0.030 Ry. Then state how an error in the energies of the charged states, and a vibrational spectrum that depends on charge, would affect the answer.

**Answer (g)**

The relative weights become g_+ a e^{−y}, g_0 and g_− a e^{y}. Put

y* = (1/2) ln(g_+/g_−), so that e^{y*} = √(g_+/g_−).

Then g_+ = √(g_+ g_−) e^{y*} and g_− = √(g_+ g_−) e^{−y*}, and the two charged weights add up to

a √(g_+ g_−) [e^{−(y − y*)} + e^{y − y*}] = 2a √(g_+ g_−) cosh(y − y*).

The neutral population is

p_0 = g_0 / [g_0 + 2a √(g_+ g_−) cosh(y − y*)].

Its maximum lies at y = y*, that is, at

E_F = ε2 + (kT/2) ln(g_+/g_−),

and for negative U its height is

p_0(max) = g_0 / [g_0 + 2 √(g_+ g_−) e^{|U|/2kT}].

At y = y* the two charged weights are equal, so the peak still marks the Fermi level at which p_+ = p_−. It coincides with ε2 if g_+ = g_−, and otherwise approaches ε2 as T → 0. For |U| ≫ 2kT the exponential acquires the prefactor g_0/[2√(g_+ g_−)], which is 1 for the degeneracies 1, 2, 1.

For 1, 2, 3 the shift is −(0.001900/2) ln 3 = −0.00104 Ry. The prefactor is 1/√3 = 0.577, and p_0(max) ≈ 0.577 × 3.73 × 10⁻⁴ = 2.15 × 10⁻⁴.

Suppose next that E_+ and E_− both carry the same error η, as they would from a supercell error proportional to q². In ε2 = (E_− − E_+)/2 it cancels. In U it appears as 2η, so the small peak weight exp(U/2kT) is multiplied by e^{η/kT}. A common error of one kT in the two charged energies leaves the position of the peak unchanged and alters its small height by a factor e. This contrast belongs to equal errors. With separate errors η_+ and η_−, ε2 shifts by (η_− − η_+)/2 and U by η_+ + η_−, so the small peak weight is multiplied by exp[(η_+ + η_−)/2kT]. Errors of equal size η and opposite sign move the peak by η and leave its height unchanged.

If the vibrational spectra differ between charge states, their partition functions no longer cancel. Each E_q must then be replaced by a free energy F_q(T) that includes the vibrations. The formulas for the populations keep their form at each temperature, with ε2 and U built from the F_q. Either may now depend on T. If U does, the slope in part (d) acquires a further term from dU/dT.

Low-lying electronic excitations can be included in F_q in the same way. The treatment fails if further charge states are populated, or if barriers between the relaxed configurations keep the centres from reaching equilibrium.

Calculated quantities

```
orbital energy = 0.035 Ry, repulsion = 0.030 Ry
relaxation energy = 0.030 Ry, quantum = 0.004 Ry
level (+/0) = 0.0650 Ry
level (0/-) = 0.0350 Ry
two-electron level (+/-) = 0.0500 Ry = 0.680 eV
U = -0.0300 Ry = -0.408 eV
kT at 300 K = 0.001900 Ry
|U|/2kT at 300 K = 7.8944
populations at 300 K: E_F (Ry), p+, p0, p-
  0.035  1.0000e+00  2.7801e-07  1.3901e-07
  0.045  9.9479e-01  5.3389e-05  5.1532e-03
  0.048  8.9120e-01  2.3195e-04  1.0857e-01
  0.050  4.9981e-01  3.7270e-04  4.9981e-01
  0.052  1.0857e-01  2.3195e-04  8.9120e-01
  0.055  5.1532e-03  5.3389e-05  9.9479e-01
  0.065  1.3901e-07  2.7801e-07  1.0000e+00
p+ p-/p0^2 at 300 K = 1.7985e+06
peak at 300 K: E_F = 0.05000 Ry, p0 = 3.7270e-04
  exp(-|U|/2kT) = 3.7283e-04, ratio = 0.99963
peak at 600 K: E_F = 0.05000 Ry, p0 = 1.8943e-02
  exp(-|U|/2kT) = 1.9309e-02, ratio = 0.98106
activation energy of peak p0 at 300 K = 0.014994 Ry
full width of p0 at 300 K = 0.00501 Ry = 2.6343 kT
without relaxation: U = 0.0300 Ry, peak p0 = 0.999627
  full width of p0 = 0.03264 Ry
threshold 2kT ln2 at 300 K = 0.002634 Ry
degeneracies 1,2,3 at 300 K: peak shift = -0.001044 Ry
  peak p0 = 2.1521e-04
```
